\section*{Comment on the claim that cooling removes all photodiode dark current}

\section{The argument under comment}

The argument concerns an In$_{0.53}$Ga$_{0.47}$As p-i-n photodiode, 50~$\mu$m in diameter, held at 5~V reverse bias. At 300~K its dark current is $7.9\times10^{7}$ electrons per second, with an apparent activation energy of 0.377~eV. The argument runs as follows. A dark carrier must be lifted thermally across the gap. The current therefore follows $\exp(-E_a/kT)$, and at 77~K it is
\begin{equation}
7.9\times10^{7}\,
\exp\!\left[-\frac{0.377\ \mathrm{eV}}{k}
\left(\frac1{77\ \mathrm K}-\frac1{300\ \mathrm K}\right)\right]
\simeq 4\times10^{-11}\ \mathrm{s^{-1}},
\label{eq:claim}
\end{equation}
less than one electron per century. Whatever the diode, it concludes, enough cooling makes the dark current vanish exponentially.

The arithmetic is right. The doubtful step is the first premise, that heat is the only way across the gap. The reverse bias tilts the bands, so that a valence state on one side of the depleted layer has the same energy as a conduction state on the other. The question is how much current passes between them without heat. The numbers above and below are computed for a model diode; they are not measurements.

\section{Crossing the gap in a field}

Let the depleted layer have width $W$ and uniform field $F$. Let the contacts have their Fermi levels at the band edges, so that the built-in potential is $E_g/q$ and
\begin{equation}
F=\frac{V+E_g/q}{W},
\label{eq:field}
\end{equation}
with $V>0$ the reverse bias and $q>0$ the elementary charge. Currents are given as magnitudes.

The simplest description of a direct gap keeps two bands of equal mass,
\begin{equation}
E^2=\Delta^2+\hbar^2v^2(k_x^2+k_\perp^2),\qquad \Delta=E_g/2 .
\label{eq:bands}
\end{equation}
For small $k$ the upper band is $\Delta+\hbar^2v^2k^2/2\Delta$, so each mass is $\Delta/v^2$. The reduced mass is half of this, $m_r=E_g/4v^2$, and hence $v=\tfrac12\sqrt{E_g/m_r}$.

The field drives $\hbar k_x=qFt$. For each spin state and each $\mathbf k_\perp$, a $2\times2$ Hamiltonian with the spectrum (\ref{eq:bands}) is
\begin{equation}
H=vqFt\,\sigma_z+M\sigma_x,\qquad M^2=\Delta^2+\hbar^2v^2k_\perp^2 .
\end{equation}
With time measured in units of $\sqrt{\hbar/vqF}$, the amplitudes obey
\begin{equation}
i a'=\tau a+\mu b,\qquad i b'=-\tau b+\mu a,\qquad
\mu^2=\frac{M^2}{\hbar vqF}.
\end{equation}
At $\tau\to-\infty$ the state $a$ has energy $\tau<0$ and lies in the valence band. At $\tau\to+\infty$ it lies in the conduction band. The probability of remaining in $a$ is thus the probability of crossing the gap.

For large $|\tau|$, $a$ varies as $e^{-i\tau^2/2}$ and $b$ follows it, so $ib'\simeq\tau b$ and $b\simeq\mu a/2\tau$. Then
\begin{equation}
i a'\simeq\left(\tau+\frac{\mu^2}{2\tau}\right)a
\quad\Rightarrow\quad
a\propto e^{-i\tau^2/2}\,\tau^{-i\mu^2/2}.
\end{equation}
To connect the two ends, continue $\tau=Re^{i\theta}$ along a large arc from $\theta=\pi$ to $\theta=0$. Since $|e^{-i\tau^2/2}|=e^{R^2\sin(2\theta)/2}$, this solution is the decaying one in the second quadrant, where it picks up none of the other. In the first quadrant it is the growing one, and the other cannot alter its coefficient. Along the arc $\ln\tau$ changes by $-i\pi$, so $\tau^{-i\mu^2/2}$ is multiplied by $e^{-\pi\mu^2/2}$. Squaring gives the Landau--Zener result
\begin{equation}
P=e^{-\pi\mu^2}
=\exp\!\left[-S-\frac{\pi\hbar v k_\perp^2}{qF}\right],
\label{eq:P}
\end{equation}
\begin{equation}
S=\frac{\pi\Delta^2}{\hbar vqF}
=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar qF}.
\label{eq:S}
\end{equation}
Direct time evolution with $\mu^2=0.89$ gives $P=0.06106$, against 0.06105 from (\ref{eq:P}).

The exponent also has a picture in space. At energy $\varepsilon$ from midgap, (\ref{eq:bands}) makes $k_x$ imaginary, with decay constant $\kappa=\sqrt{\Delta^2-\varepsilon^2}/\hbar v$. Since $d\varepsilon=qF\,dx$,
\begin{equation}
2\int\kappa\,dx=\frac{2}{qF\hbar v}\int_{-\Delta}^{\Delta}
\sqrt{\Delta^2-\varepsilon^2}\,d\varepsilon
=\frac{2}{qF\hbar v}\,\frac{\pi\Delta^2}{2}=S .
\label{eq:wkb}
\end{equation}
Temperature does not appear as a Boltzmann factor. It enters $S$ through the gap. Below, $m_r$ is held fixed as the gap changes; this is a simplification, since at fixed $v$ the model (\ref{eq:bands}) gives $m_r\propto E_g$ and $S\propto E_g^2/F$.

\section{The band-to-band current}

In an energy range $dE$ each transverse mode sends $dE/2\pi\hbar$ electrons per second towards the gap. With two spins, and with the reverse transitions subtracted, the rate per area is
\begin{equation}
\frac{R_b}{A}=2\int\frac{dE}{2\pi\hbar}\,(f_v-f_c)
\int\frac{d^2k_\perp}{(2\pi)^2}\,P .
\end{equation}
The transverse integral is Gaussian:
\begin{equation}
\frac1{2\pi}\int_0^\infty k\,e^{-\pi\hbar vk^2/qF}\,dk
=\frac{qF}{4\pi^2\hbar v}.
\end{equation}
Measure $E$ from the conduction edge of the n contact. The valence edge of the p contact is then at $qV$, and tunnelling is possible for $0<E<qV$. With $f(E)=1/(e^{E/kT}+1)$ and $f(E-qV)=1-f(qV-E)$, the occupied window is
\begin{equation}
U=\int_0^{qV}\![f(E-qV)-f(E)]\,dE
=qV-2\int_0^{qV}\! f\,dE\simeq qV-2kT\ln2
\end{equation}
for $qV\gg kT$. Therefore
\begin{equation}
\frac{R_b}{A}=\frac{qF\,U}{4\pi^3\hbar^2v}\,e^{-S}.
\label{eq:btb}
\end{equation}
As $T\to0$, $U\to qV$ and $E_g$ tends to a constant, so the rate has a finite limit. This already contradicts the general conclusion of the argument, even for a diode without defects. Whether the limit matters depends on $S$.

\section{Surface states: heat and tunnelling side by side}

Consider $N_s$ states at midgap on the edge surface of the depleted layer. Free carriers are swept out, so capture is negligible. A state gives its electron to the conduction band at rate $e_n$ and is refilled from the valence band at rate $e_p$. If its occupation is $p$, stationarity requires $e_np=e_p(1-p)$, so $p=e_p/(e_n+e_p)$ and the rate through one state is
\begin{equation}
R=e_np=\frac{e_ne_p}{e_n+e_p}.
\label{eq:twostep}
\end{equation}
The slower step governs. If one step needs heat and has no tunnelling alternative, the whole path freezes out, however fast the other is.

The thermal rates follow from detailed balance. In equilibrium with the Fermi level at the state, $p=\tfrac12$ and the electron density is $N_ce^{-E_g/2kT}$. Equating emission $e_np$ to capture $cn(1-p)$, and treating holes likewise with the same coefficient $c$, gives
\begin{equation}
e_n=cN_ce^{-E_g/2kT},\qquad e_p=cN_ve^{-E_g/2kT},
\label{eq:thermal}
\end{equation}
where $N_{c,v}=2(m_{c,v}kT/2\pi\hbar^2)^{3/2}$ are the effective densities of band states. If this were everything, the argument would hold: (\ref{eq:twostep}) would be proportional to $T^{3/2}e^{-E_g/2kT}$.

The field opens a second way. From midgap to either band edge the integral in (\ref{eq:wkb}) covers half the range of a symmetric integrand, so the action is $S/2$. The direct tunnelling rate of each step is
\begin{equation}
w=\nu e^{-S/2},
\label{eq:w}
\end{equation}
with $\nu$ an attempt rate. It is a model parameter here, $10^{13}$~s$^{-1}$. Its natural scale is the force times the decay length over $\hbar$, $qF/\hbar\kappa_0=3.6\times10^{13}$~s$^{-1}$ in the example at 4~K, with $\kappa_0=\Delta/\hbar v=\sqrt{m_rE_g}/\hbar$. With both steps by tunnelling, (\ref{eq:twostep}) gives $w/2$ per state. The size of the floor is proportional to $\nu$; its existence requires only $\nu>0$.

There is also a mixed route. The electron may borrow part of the energy from the lattice and tunnel the rest. Averaging the transmission over a Boltzmann distribution replaces $e^{-E_g/2kT}$ in (\ref{eq:thermal}) by
\begin{equation}
L(T)=e^{-E_g/2kT}+\int_0^{\Delta}\frac{dy}{kT}\,
e^{-(\Delta-y)/kT-S_1(y)},
\label{eq:L}
\end{equation}
where $y$ is the depth below the band edge at which tunnelling starts and $S_1(y)$ is the action from there, with $dS_1/dy=2\kappa/qF$. The first term collects the electrons that pass over the edge.

The slope $dS_1/dy$ is largest at midgap, where it equals $2\kappa_0/qF\equiv1/kT_0$. For $T<T_0$ it is below $1/kT$ everywhere, so the integrand is largest at $y=\Delta$: climbing no longer pays. Put $u=\Delta-y$ and use $S_1\simeq S/2-u/kT_0$. For $T\ll T_0$,
\begin{equation}
L\simeq e^{-S/2}\int_0^\infty\frac{du}{kT}\,e^{-u/kT+u/kT_0}
=\frac{e^{-S/2}}{1-T/T_0}.
\label{eq:Llow}
\end{equation}
In this model the mixed route then vanishes as $N_{c,v}\propto T^{3/2}$, not exponentially. The direct rate $w$ remains. The complete rate is
\begin{equation}
\begin{aligned}
R_{\rm tot}&=N_s\frac{e_ne_p}{e_n+e_p}+R_b,\\
e_n&=cN_cL+w,\qquad e_p=cN_vL+w .
\end{aligned}
\label{eq:total}
\end{equation}

\section{Why the Arrhenius line cannot be extended}

Define the apparent activation energy as $E_a=kT^2\,d\ln R/dT$. For purely thermal emission, (\ref{eq:twostep}) and (\ref{eq:thermal}) give
\begin{equation}
E_a=\frac{E_g-T\,E_g'}2+\frac32kT,\qquad E_g'=\frac{dE_g}{dT},
\end{equation}
the last term coming from $T^{3/2}$. For direct tunnelling through surface states $\ln w=\ln\nu-S/2$. By (\ref{eq:field}) the gap enters both $E_g^{3/2}$ and $F$, so at fixed $V$
\begin{equation}
E_a=-\frac{S}{2}\,kT^2E_g'
\left(\frac{3}{2E_g}-\frac1{qV+E_g}\right).
\label{eq:Eatun}
\end{equation}
The gap opens on cooling, $E_g'<0$, so $E_a>0$: tunnelling current also falls on cooling. At 150~K the two expressions give 432 and 22~meV in the example. (With $v$ held at its 4~K value instead of $m_r$, the term $3/2E_g$ becomes $2/E_g$ and the second value 30~meV.) The second is an activation energy without an activated process. With the gap law used below, $E_g=E_0-aT^2/(T+b)$, one has $E_g'\to-2aT/b$ and (\ref{eq:Eatun}) vanishes as $T^3$. For band-to-band tunnelling the exponent contributes twice as much, the window adds a term of order $(kT)^2/qV$, and the factor $F/v$ in (\ref{eq:btb}) adds a small one proportional to $T^2E_g'$; all of these vanish too. A slope measured near room temperature therefore does not determine the limit.

\section{The diode of the argument}

The parameters are rough typical values: $E_0=0.81$~eV, $a=4.6\times10^{-4}$~eV/K, $b=300$~K, $m_r=0.02292\,m_0$ and $W=500$~nm. The densities $N_{c,v}$ are computed with $m_c=0.041\,m_0$ and, since heavy holes dominate the valence band density, $m_v=0.46\,m_0$. The surface carries $10^9$ midgap states per cm$^2$, or $N_s=785$, with $c=10^{-7}$~cm$^3$/s.

At 4~K and 5~V, (\ref{eq:field}) gives $F=5.81\ \mathrm V/500\ \mathrm{nm}=0.116$~MV/cm, so the tunnelling length $E_g/qF$ is 69.7~nm. With $\hbar^2/m_0=0.0762$~eV\,nm$^2$,
\begin{equation}
\begin{aligned}
\kappa_0&=\sqrt{\frac{0.02292\times0.81}{0.0762}}\ \mathrm{nm^{-1}}
=0.494\ \mathrm{nm^{-1}},\\
S&=\frac\pi2\,\kappa_0\,\frac{E_g}{qF}
=1.571\times0.494\times69.7\simeq54.1 .
\end{aligned}
\end{equation}
With less rounding $S=54.05$, hence $w=10^{13}e^{-54.05/2}\simeq18.3$~s$^{-1}$, and the surface states pass
\begin{equation}
\frac{N_sw}{2}=\frac{785\times18.3}{2}\simeq7.2\times10^3\ \mathrm{s^{-1}},
\end{equation}
that is $1.2\times10^{-15}$~A. Band-to-band tunnelling, with the full $S$ in its exponent, adds only $6\times10^{-3}$ electrons per second. In this model, which has no defects in the bulk, the floor at this bias belongs to the surface.

At 77~K the total is $1.0\times10^4$~s$^{-1}$, more than $10^{14}$ times the extrapolation (\ref{eq:claim}). Between 20 and 4~K it falls by 2.5\%. Cooling is still worthwhile: from 300 to 77~K the current drops by a factor of about 8000. At 100~K the factor is already about 6400.

Three features of the numerical output need a reading. First, at 300~K the mixed route carries the current: purely thermal emission would give $9.5\times10^6$~s$^{-1}$, an eighth of the total. This is also why the apparent activation energy is 0.377~eV, below the purely thermal value of 0.46~eV. The slope used in the argument was already affected by tunnelling.

Second, the surface-tunnelling part is not constant. It falls from $1.6\times10^5$ to $7.2\times10^3$~s$^{-1}$ between 300 and 4~K, because $S$ grows from 47.9 to 54.1 as the gap opens, and $e^{(54.05-47.86)/2}=22$. This factor depends on holding $m_r$ fixed: with $v$ held at its 4~K value it is about 60, and with $v$ held at its 300~K value the floor itself drops to $2\times10^3$~s$^{-1}$.

Third, at 150~K the total, $2.76\times10^4$~s$^{-1}$, exceeds the sum of the separate parts, $2.1\times10^4$. The cause is (\ref{eq:twostep}). At this temperature $w=51.7$~s$^{-1}$, while the mixed route gives $cN_cL=1.4$ and, since $N_v/N_c=37.6$, $cN_vL=52$~s$^{-1}$. In the model as written, heat thus doubles the refilling rate and hardly touches the emission rate:
\begin{equation}
785\times\frac{53.1\times103}{53.1+103}\simeq2.75\times10^4\ \mathrm{s^{-1}} .
\end{equation}
By (\ref{eq:twostep}), routes can assist each other within one state, and their currents need not simply add. The size of the excess found here, however, is an artefact of a simplification. $N_v$ counts mainly heavy holes, whereas $L$ contains the action for the light-hole mass, and heavy holes tunnel far less easily. With the light-hole density alone, $cN_vL$ would be only about 2~s$^{-1}$ at 150~K, and the excess would nearly vanish. At 300~K the electron step is the slower one, so giving the heavy holes their own action lowers the total by less than a tenth. In the model as written, the mixed and the tunnelling route, each calculated alone, are equal at 186~K.

\section{Low and high bias}

For a weak field the conclusion of the argument holds in practice. At 1~V and 4~K, with the same $W$, $F=0.036$~MV/cm and $S=174$. The mean wait for one electron is $10^{22}$~s. The floor exists in the formula and has no practical meaning; any current observed there would need another cause.

At higher bias the floor rises steeply, and its composition changes. The surface part varies as $e^{-S/2}$ and the band-to-band part as $e^{-S}$, so their ratio moves towards band-to-band tunnelling as $S$ falls. At 7~V the surface passes $7.3\times10^6$ and the bands $1.1\times10^4$~s$^{-1}$. At 9~V the figures are $4.4\times10^8$ and $6.5\times10^7$, and 116 midgap states would equal the band-to-band part. A diode with no surface states at all would still have a floor of 10~pA at 9~V, which neither cooling nor passivation removes. Lowering the field does.

A flat current at low temperature is not by itself proof of tunnelling. Photons above the gap energy from surroundings at 300~K, filling the hemisphere and fully absorbed, would release about 870 electrons per second in this diode, 12\% of the 5~V floor. Bias separates the two: between 5 and 7~V the tunnelling floor rises a thousandfold, whereas the photocurrent of a fully depleted layer without gain rises far less, although the field does extend the absorption somewhat below the gap.

\section{Comparison with real diodes}

The masses and gap are close to those of the real alloy. The depleted layer is thinner than the one to a few micrometres common in surface-illuminated diodes, so the field at 5~V is higher than in those. The difference is decisive: with the same state density per area, $W=1~\mu$m gives $S=108$ and a floor of $3\times10^{-8}$~s$^{-1}$ at 5~V and 4~K, and $W=2~\mu$m gives $2\times10^{-31}$~s$^{-1}$. For such layers in a uniform field the conclusion of the argument holds in practice at this bias. The state density is a low one. Semiconductor surfaces often have $10^{11}$ states per cm$^2$ and eV or more, as a rough figure, but not all of them count. A level displaced by a small energy $\delta$ from midgap has one tunnelling rate multiplied by $e^{\delta/kT_0}$ and the other divided by it, so by (\ref{eq:twostep}) it passes $w/[2\cosh(\delta/kT_0)]$. Integrated over $\delta$, this gives an effective width $\pi kT_0\simeq37$~meV at 5~V and 4~K. A uniform density of $10^{11}$ per cm$^2$ and eV thus acts like $3.7\times10^9$ midgap states per cm$^2$ and raises the floor about fourfold, to $4\times10^{-15}$~A.

The floor is very sensitive to the assumption of a uniform field and to the parameters in $S$. An edge field 10\% higher multiplies the surface floor by 12. A reduced mass 10\% larger multiplies it by 0.27. The unequal electron and light-hole masses behind $m_r$, 0.041 and 0.052$\,m_0$, leave $S$ unchanged when a term in $k^2$ is added to (\ref{eq:bands}) to reproduce them, but they split it unevenly between the two steps, about 26.3 and 27.7, which multiplies the floor by 0.8. Filling the n contact to $2\times10^{18}$~cm$^{-3}$ adds, for a parabolic band, 0.14~eV to the built-in energy and a factor of 1.9 to the surface floor. The floor of $10^{-15}$~A is therefore an order of magnitude at best.

Midgap defects in the bulk of the depleted layer are left out. They act like the surface states, and about $8\times10^{11}$~cm$^{-3}$ of them, a lifetime $1/cN$ of about 12~$\mu$s, already equal $N_s$; with a lifetime of 1~$\mu$s they would outnumber it twelvefold. Smaller omissions are the 14\% of states too near a contact to have both tunnelling steps, and a diffusion current of about 2\% of the total at 300~K. Avalanche gain is negligible at 5~V. At 9~V, with rough coefficients for 300~K, there are up to about 0.35 ionizations per crossing; coefficients at such fields are uncertain, and the figure may be several times smaller. The 9~V currents are somewhat underestimated.

\section{The correction requested}

The conclusion should be limited to currents in which every path contains a thermal step that tunnelling cannot replace. For a diode under sustained reverse bias, the activation energy near room temperature must be accompanied by an estimate of $S$ in the region of highest field, with the low-temperature gap. Formula (\ref{eq:S}) applies if the field is nearly constant over the tunnelling length $E_g/qF$. If it is not, $S$ is the integral $2\int\kappa\,dx$ along the actual potential, and the peak field alone would overstate the floor. Let $N_s$ now count only the midgap states in that region, at the surface or in the bulk. Likewise, take for $U$ in (\ref{eq:btb}) only the range of energies over which $S$ stays within about 1 of its least value, which in a non-uniform field can be far smaller than $qV$. If $N_s\nu e^{-S/2}/2$ or the rate per area (\ref{eq:btb}) times the area of that region is well above the current, in electrons per second, that the application can tolerate, cooling alone is unlikely to suffice. The field then has to be reduced or, if the surface part dominates, the number of states.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gap at 300 K, 4 K: 0.7410, 0.8100 eV
masses e, light hole, heavy hole: 0.041, 0.052, 0.46 m0
reduced mass: 0.02292 m0
gap law: Eg0 0.81 eV, a 0.00046 eV/K, b 300.0 K
depleted width 500 nm, diameter 50 um
surface states: 1e+09 cm^-2, number 785
capture coefficient 1e-07 cm^3/s, attempt 1e+13 1/s
qF/(hbar kappa0) at 5 V, 4 K: 3.58e+13 1/s
Nc, Nv at 300 K: 2.08e+17, 7.83e+18 cm^-3
two-band probability: evolved 6.10551e-02, formula 6.10527e-02
two-band probability: evolved 2.99167e-03, formula 2.99160e-03
band-to-band, 300 K, 5 V: sum 2.8538e+00, formula 2.8538e+00 e/s
field at 5 V, 300 K and 4 K: 0.1148, 0.1162 MV/cm
action S at 5 V, 300 K and 4 K: 47.86, 54.05
tunnel length Eg/(qF) at 4 K: 69.7 nm
tunnelling step w, 300 K and 4 K: 404, 18.3 1/s
ladder temperature T0 at 5 V: 136.6 K
5 V, rates in e/s; Ea = apparent activation energy of total, meV
T(K)  thermal  assisted  surf.tunnel  band-band  total  Ea
300  9.51e+06  7.88e+07  1.59e+05  2.85e+00  7.91e+07  377
250  2.79e+05  4.73e+06  7.55e+04  6.41e-01  4.87e+06  341
200  1.57e+03  1.09e+05  3.78e+04  1.60e-01  1.80e+05  200
150  3.39e-01  1.05e+03  2.03e+04  4.60e-02  2.76e+04  50.9
100  2.32e-08  3.43e+01  1.21e+04  1.62e-02  1.24e+04  8.74
77  1.11e-14  1.20e+01  9.98e+03  1.10e-02  1.01e+04  4.11
20  2.85e-91  6.04e-01  7.38e+03  6.01e-03  7.39e+03  0.0895
crossover, assisted = surface tunnelling: 186.1 K
Ea at 150 K: thermal 432.1, surface tunnelling 22.32, band-band 44.82 meV
total at 300 K: 1.267e-11 A
floor at 4 K: 7198 e/s = 1.153e-15 A
floor ratio 4 K / 20 K: 0.9746
floor at 4 K against bias; N_eq = states matching band-band part
V(V)  F(MV/cm)  S  surface(e/s)  band-band(e/s)  N_eq
1  0.0362  173.5  8.30e-23  4.73e-56  4.48e-31
3  0.0762  82.4  4.97e-03  1.07e-15  1.69e-10
5  0.1162  54.1  7.20e+03  5.72e-03  6.24e-04
7  0.1562  40.2  7.29e+06  1.10e+04  1.19e+00
9  0.1962  32.0  4.39e+08  6.48e+07  1.16e+02
mean wait per electron at 1 V, 4 K: 1.2e+22 s
band-band floor at 9 V, 4 K: 1.04e-11 A
neglected effects (5 V, 4 K unless said):
ionizations per crossing, 300 K, 5 V and 9 V: 0.0069, 0.353
contact filling at 2e18 cm^-3: 0.141 eV, surface floor x 1.90
edge field +10 %: surface floor x 11.7
reduced mass +10 %: surface floor x 0.27
mass asymmetry: S changes by 0.000 %
heavy-hole factor in band-band part: 2.5e-07
states too near contacts: 13.9 %
mean transverse energy at each band edge: 3.75 meV
diffusion current at 300 K: 1.80e+06 e/s
300 K background light, full hemisphere: 8.67e+02 e/s
\end{verbatim}
